\section*{Probe diameter and edge resolution in secondary-electron images}

\section{The argument under review}

The argument concerns a flush film, 2 nm thick, inlaid in silicon and imaged with secondary electrons at 10 keV. It has three steps. The probe has a full width at half maximum (FWHM) of 2 nm. The image is the specimen blurred by the probe. Therefore the film edge is resolved to about 2 nm, and a few nanometres from the edge the signal has its final value. A line scan reaching 50 nm to either side, with a steep rise between two apparently flat levels, is offered as confirmation.

The second step needs examination. A probe describes where electrons enter the specimen. The signal recorded for that beam position depends on the yield wherever secondaries leave the surface, and some of them are produced by electrons that have travelled through the silicon and come out elsewhere. Two questions follow: how far does this second source reach, and does it alter the edge width that one reports?

\section{The signal from two sources}

Let the film occupy $x>0$, and let $x$ also denote the beam position. Write $\delta(\mathbf r)$ for the secondary yield of a normally incident primary at surface point $\mathbf r$, with $\delta=\delta_{\rm Si}$ on silicon and $\delta=\delta_{\rm f}>\delta_{\rm Si}$ on the film. Secondaries made by the incoming beam are called SE1, and those made by emerging backscattered electrons SE2.

If a fraction $\eta$ of the primaries is backscattered, and each backscattered electron yields $\beta$ times as many secondaries as a primary, the signal ratio SE2/SE1 on a uniform surface is
\begin{equation}
R=\eta\beta .
\end{equation}
I assume that backscattering is unaffected by the thin film, that $\beta$ is the same on film and silicon, that the response is linear, and that there is no charging. Secondaries released from the chamber by backscattered electrons (SE3) are left out; under the first assumption they add a constant background, which leaves the normalized profile unchanged but lowers any contrast quoted relative to the silicon signal. The signal per primary is then
\begin{equation}
I(\mathbf r)=\int\left[G_{s_1}(\mathbf r-\mathbf r')+R\,G_{s_2}(\mathbf r-\mathbf r')\right]\delta(\mathbf r')\,d^2r',
\end{equation}
where
\begin{equation}
G_s(\mathbf r)=\frac{1}{2\pi s^2}\,e^{-r^2/2s^2}
\end{equation}
has unit area and standard deviation $s$ along each axis. The Gaussian form of the SE2 part is an approximation, examined below.

The probe spread $s_p$ and the escape spread $s_g$ of the secondaries are independent displacements. Their distributions are convolved, so their Fourier transforms, written in terms of the wave number $t$, multiply:
\begin{equation}
e^{-s_p^2t^2/2}\,e^{-s_g^2t^2/2}=e^{-(s_p^2+s_g^2)t^2/2}.
\end{equation}
Variances therefore add. With $s_b$ the spread of the backscattered exits,
\begin{equation}
s_1^2=s_p^2+s_g^2,\qquad s_2^2=s_1^2+s_b^2 .
\end{equation}
A Gaussian falls to half its peak at $r=s_p\sqrt{2\ln2}$, hence $s_p=\mathrm{FWHM}/(2\sqrt{2\ln 2})$.

Far inside the silicon $I=(1+R)\delta_{\rm Si}$, and far inside the film $I=(1+R)\delta_{\rm f}$. Let $T(x)$ be the part of the full step still missing at distance $x>0$ inside the film:
\begin{equation}
T(x)=\frac{(1+R)\delta_{\rm f}-I(x)}{(1+R)(\delta_{\rm f}-\delta_{\rm Si})}.
\end{equation}
The deficit arises from the part of each Gaussian that lies across the boundary. The integral along the edge gives one, and the integral across it gives
\begin{equation}
\int_x^\infty\frac{e^{-u^2/2s^2}}{\sqrt{2\pi}\,s}\,du
=\frac12\,\mathrm{erfc}\!\left(\frac{x}{\sqrt2\,s}\right)\equiv Q\!\left(\frac{x}{s}\right).
\end{equation}
The numerator of $T$ is thus $(\delta_{\rm f}-\delta_{\rm Si})[Q(x/s_1)+R\,Q(x/s_2)]$, and
\begin{equation}
T(x)=f_1Q\!\left(\frac{x}{s_1}\right)+f_2Q\!\left(\frac{x}{s_2}\right),
\quad f_1=\frac1{1+R},\quad f_2=\frac R{1+R}.
\label{tail}
\end{equation}

For $s_1\ll x\ll s_2$ the first term has vanished while $Q(x/s_2)\simeq 1/2$, so $T\simeq f_2/2$. This pedestal does not depend on the probe. By symmetry, the silicon at the same distance outside the film is too bright by the same fraction of the step.

\section{Which source sets the edge width?}

The answer depends on the definition of width. Let the $p$ to $1-p$ width $w_p$, with $p<1/2$, be the distance between the points where the normalized profile equals $p$ and $1-p$. The profile is antisymmetric about its midpoint, so $w_p=2x_p$ with $T(x_p)=p$. Since $T$ falls steadily from $1/2$ to zero, there is one such $x_p$.

Take $s_1\ll s_2$. If $p$ lies above the pedestal, the solution lies within a few $s_1$ of the edge. There $Q(x/s_2)\simeq1/2$, and the condition becomes
\begin{equation}
f_1Q(x_p/s_1)=p-f_2/2 .
\end{equation}
If $p$ lies below the pedestal, the solution lies at distances of order $s_2$, where $Q(x/s_1)$ is negligible, and $f_2Q(x_p/s_2)=p$. Hence
\begin{equation}
w_p\simeq
\begin{cases}
2s_1\,Q^{-1}\!\left(\dfrac{p-f_2/2}{f_1}\right), & f_2<2p,\\[3mm]
2s_2\,Q^{-1}\!\left(\dfrac{p}{f_2}\right), & f_2>2p.
\end{cases}
\label{laws}
\end{equation}
Close to $f_2=2p$ neither law is reliable, and \eqref{tail} must be solved directly.

Since $f_2=R/(1+R)$, the threshold is $R=2p/(1-2p)$. This is $R=0.25$ for the 10--90\,\% width and $R=1$ for the 25--75\,\% width. For $R$ between these values, the same edge has one width controlled by SE1 and another controlled by SE2.

The change at the threshold is abrupt. For $s_1=1$ nm and $s_2=1000$ nm, the 10--90\,\% width is 5.0 nm at $f_2=0.19$ and 119 nm at $f_2=0.21$. Neither spread has changed between these cases.

\section{Values for silicon at 10 keV}

The quantities $R$ and $s_b$ are taken from a Monte Carlo calculation that follows 60\,000 electrons through silicon. With $k=e^2/4\pi\varepsilon_0$, atomic number $Z$, atomic density $n$ and kinetic energy $E$, elastic scattering follows the screened Rutherford law
\begin{equation}
\frac{d\sigma}{d\Omega}=\left(\frac{Zk}{2W}\right)^2
\frac{1}{[\sin^2(\theta/2)+\alpha]^2},\quad
W=\frac{E(E+2mc^2)}{E+mc^2},
\end{equation}
where $W$ is momentum times speed and $\alpha=0.0034\,Z^{0.67}/E$, with $E$ in keV, is an empirical screening parameter. Between collisions the energy falls continuously at the modified Bethe rate
\begin{equation}
S(E)=\frac{2\pi k^2nZ}{E}
\ln\!\left[\sqrt{\frac{\mathrm e}{2}}\;\frac{E+0.85J}{J}\right],
\end{equation}
where $\mathrm e$ is the base of natural logarithms and $J=(9.76Z+58.5Z^{-0.19})$ eV is the mean excitation energy. Tracking stops at 0.5 keV.

An electron leaving with energy $E_i$, at angle $\theta_i$ to the surface normal and at radius $r_i$ from its entry point, deposits energy in the escape layer in proportion to $S(E_i)$ and to its path there. Its secondary yield relative to a primary is therefore taken as
\begin{equation}
w_i=\frac{S(E_i)}{S(E_0)}\min\!\left(\frac1{\cos\theta_i},10\right),
\end{equation}
with $E_0$ the beam energy. The cap prevents grazing exits from receiving an unlimited path in a thin layer. For $M$ incident electrons,
\begin{equation}
R=\frac1M\sum_i w_i,\qquad
s_b^2=\frac{\sum_i w_ir_i^2}{2\sum_i w_i}.
\end{equation}
The factor 2 appears because the mean square radius is shared equally between two axes.

The results are $\eta=0.182$ and $\beta=2.71$, so $R=0.182\times2.71=0.493$, and $s_b=341$ nm. The statistical uncertainties of $R$ and $s_b$ are 0.006 and 2 nm; they do not include errors of the scattering model, or of the numerical approximation that holds $S$ at its initial value over each free path. The numerical settings matter little: integrating the energy loss exactly along each path changes $s_b$ by about 2 nm, and lowering the cutoff to 0.05 keV raises $R$ by about 0.001 at 10 keV and about 0.01 at 5 keV. That $\beta$ exceeds one follows from the two factors in $w_i$: an emerging electron is slower than a primary, so $S$ is larger, and its path through the escape layer is oblique.

I now use the rounded values $R=0.49$ and $s_b=340$ nm, with an escape spread $s_g=1.5$ nm chosen as a rough typical value. Then
\begin{align}
s_p&=2/2.355=0.849\ \text{nm},\\
s_1&=\sqrt{0.849^2+1.5^2}=1.724\ \text{nm},\\
s_2&=\sqrt{1.724^2+340^2}=340.0\ \text{nm},\\
f_1&=1/1.49=0.671,\qquad f_2=0.49/1.49=0.329 .
\end{align}
The pedestal is $f_2/2=16.4\,\%$ of the full step. The SE2 part of the deficit overtakes the SE1 part only 1.2 nm from the edge.

At 100 nm, fifty probe diameters away,
\begin{equation}
T=0.329\,Q(100/340)=0.329\times0.384=12.6\,\% .
\end{equation}
For a film-to-silicon yield ratio of 1.5 the full step is half the silicon signal. The film at that point is therefore darker than its final level by $0.5\times12.6\,\%=6.3\,\%$ of the silicon signal. The deficit is still 6.2\,\% of the step at 300 nm and 2.3\,\% at 500 nm.

Because $0.2<f_2<0.5$, the two common widths fall on opposite sides of the threshold:
\begin{align}
w_{0.25}&\simeq2(1.724)\,Q^{-1}\!\left(\frac{0.25-0.1644}{0.671}\right)=3.9\ \text{nm},\\
w_{0.10}&\simeq2(340)\,Q^{-1}\!\left(\frac{0.10}{0.329}\right)=349\ \text{nm}.
\end{align}
The last digit of 349 nm holds only for the rounded inputs: the statistical uncertainties of $R$ and $s_b$ alone move this width by about $\pm7$ nm. SE1 alone would give 2.3 nm and 4.4 nm. Even the narrow 25--75\,\% width is thus enlarged by SE2. The broad term barely varies over those few nanometres, but it supplies 16.4 of the 25 percentage points, so the SE1 term must fall further before the criterion is met.

Now change the probe FWHM from 1 to 10 nm, holding beam energy, $s_g$, $R$ and $s_b$ fixed. The 25--75\,\% width grows from 3.5 to 10.1 nm, while the 10--90\,\% width remains 349 nm to the nearest nanometre. In the opposite limit of a vanishing probe, $s_1=s_g$ and the 25--75\,\% width is still $3.9\times1.5/1.724=3.4$ nm.

Changing the beam energy acts differently. At 5 keV the transport calculation gives $R=0.499$ and an exit spread of 101 nm. The second law in \eqref{laws} then gives a 10--90\,\% width of roughly 100 nm; a closer value is not justified, because this width is sensitive to small errors in $R$. Halving the energy has shortened the tail but left its weight almost unchanged.

\section{Why the line scan does not settle the matter}

The scan ends at $\pm L$ with $L=50$ nm, far short of $s_2$. Between 10 and 50 nm the deficit falls only from 16.1 to 14.5\,\% of the step, so the profile looks flat well before it is complete. If the end points are taken as final levels, the apparent step is
\begin{equation}
C=1-2T(L)=1-2(0.145)=0.71
\end{equation}
of the true one. The apparent 10--90\,\% width is found from
\begin{equation}
T(x)=T(L)+0.1\,C ,
\end{equation}
which gives $2x=4.9$ nm, in place of 349 nm.

The limit $s_1\ll L\ll s_2$ explains this. Then $T(L)\to f_2/2$ and $C\to f_1$. Near the edge the left side is $f_1Q(x/s_1)+f_2/2$, so the condition reduces to $Q(x/s_1)=0.1$, the SE1 result of 4.4 nm. The remaining 0.5 nm comes from the slight slope of the SE2 term across the field. The scan is therefore a fair measurement of the SE1 spread, but it has absorbed the pedestal into its reference levels. The price is the missing 29\,\% of the contrast.

The same loss appears in small features, where no choice of scan length restores it. With the beam at the centre of a film stripe of width $a$, both sides contribute a deficit, and the contrast relative to a wide film is
\begin{equation}
1-2T(a/2)\simeq f_1+\frac{f_2\,a}{\sqrt{2\pi}\,s_2},
\qquad s_1\ll a\ll s_2 ,
\end{equation}
where $1-2Q(u)\simeq 2u/\sqrt{2\pi}$ for small $u=a/2s_2$ has been used. A 20 nm stripe gives $0.671+0.008=0.679$. It has sharp edges and about two thirds of the contrast of a wide film.

\section{How far the model can be trusted}

The broad Gaussian can be replaced by the calculated exits themselves. An exit at radius $r>x$ and random azimuth $\phi$ lies beyond the boundary when $r\cos\phi>x$, which has probability $\arccos(x/r)/\pi$. Averaging this with weights $w_i$ gives a 10--90\,\% width of 352 nm, against 349 nm, a difference within the statistical uncertainty. This close agreement is shown only for the screened Rutherford law. An empirical elastic law with an added isotropic part gives the same $\eta$ but $s_b\approx310$ nm and a width from the exits near 250 nm, so a correct $\eta$ does not fix this width to better than tens of per cent. The numerical output lists both tails. Up to 500 nm they differ by at most about 6\,\% of their value, but at 1000 nm the Gaussian gives 0.05\,\% of the step and transport 0.01\,\%. A Gaussian must eventually overestimate the tail, because an electron that slows continuously has a finite path.

Other approximations matter more. Changing the obliquity cap to 5 or 20 gives $R=0.480$ or 0.499. Suppose the film's yield exceeds that of silicon by a fraction $\epsilon$ for primaries and by a fraction $\kappa\epsilon$ for backscattered electrons. The SE1 and SE2 steps are then $\epsilon\delta_{\rm Si}$ and $\kappa R\,\epsilon\delta_{\rm Si}$, so $R$ is replaced by $\kappa R$ in $f_1$ and $f_2$. For $\kappa=0.8$ and 1.2 the 10--90\,\% width becomes 253 and 417 nm. Within this range of $\kappa$ it is thus uncertain by tens of per cent. For $\kappa$ below about 0.51, $\kappa R$ would fall below the threshold of 0.25, and the 10--90\,\% width would be controlled by SE1 instead. Backscattering in the film is minor if the film scatters like silicon: 2 nm then turns $3.2\times10^{-4}$ of the primaries through more than $90^\circ$ in one collision, or 0.18\,\% of $\eta$. A film of heavy atoms would scatter more strongly, and this estimate would not cover it.

In practice, a 2 nm probe at 10 keV is within reach of a field-emission microscope, and the calculated $\eta$ is close to the rough value of 0.2 known for silicon. The film edge may also not be perfectly flush. As a rough estimate, treat a sidewall of height $h\ll s_1$ as an extra emitting strip of width $h$ and yield $\delta_{\rm f}$. With the beam at the edge, a Gaussian of spread $s$ gives this strip the weight $h/(\sqrt{2\pi}\,s)$. Adding the SE1 and SE2 parts and dividing by the full step $(1+R)(\delta_{\rm f}-\delta_{\rm Si})$, the strip contributes
\begin{equation}
\frac{\delta_{\rm f}}{\delta_{\rm f}-\delta_{\rm Si}}\,
\frac{h}{\sqrt{2\pi}}\left(\frac{f_1}{s_1}+\frac{f_2}{s_2}\right).
\end{equation}
For $h=0.1$ nm this is 4.7\,\% at the edge, of which the long-range part supplies only 0.012 percentage points. For a film standing 2 nm proud, linear scaling, already outside its range, gives a bump comparable with the step itself. The 25--75\,\% width above would then be meaningless, while the long tail would hardly change. Charging of an insulating film could alter both, and is not estimated here.

The two spreads move closer together as the beam energy is lowered. Extrapolating the trend between 10 and 5 keV suggests an exit spread of several nanometres at 1 keV. This is a conjecture, since the scattering model is least secure there. If it holds, $s_1$ and $s_2$ are no longer well separated, and \eqref{laws} should not be used.

\section{Requested changes}

The claims that the probe width alone fixes the edge resolution, and that the signal is final a few nanometres from the edge, should be withdrawn. The authors should state the width criterion, the scan length and the points at which the reference levels were read. A scan extending beyond $2s_2$, about 700 nm on each side, would show whether the predicted tail is present: by \eqref{tail} the remaining deficit there is below 1\,\% of the step. If the purpose is to locate the edge, the short scan may suffice. If it is to infer film yield or composition from grey level, the SE2 contribution must be included.

\section*{Computed results}
\begin{verbatim}
beam energy: 10 keV; electrons traced: 60000
elastic mean free path at 10 keV: 12.3 nm
stopping power at 10 keV: 3.85 eV/nm
backscattering coefficient eta: 0.182
SE yield factor beta: 2.71
SE2/SE1 from transport: 0.493 +/- 0.006
exit spread from transport: 341 +/- 2 nm
5 keV: SE2/SE1 0.499, exit spread 101 nm
rounded model inputs: R = 0.49, sb = 340 nm
probe FWHM: 2.0 nm; sp = 0.849 nm
SE escape spread sg: 1.5 nm
s1 = 1.724 nm; s2 = 340.00 nm
weights: f1 = 0.6711, f2 = 0.3289
pedestal f2/2: 16.44 % of full step
SE2 tail overtakes SE1 tail at: 1.19 nm
missing step: distance, two Gaussians, transport
    10 nm:  16.06 %,  15.94 %
    50 nm:  14.52 %,  14.31 %
   100 nm:  12.64 %,  12.49 %
   300 nm:   6.21 %,   6.46 %
   500 nm:   2.33 %,   2.46 %
  1000 nm:   0.05 %,   0.01 %
  1500 nm:   0.00 %,   0.00 %
25-75 % width: 3.91 nm; limiting law 3.92 nm
25-75 % width of SE1 alone: 2.33 nm
10-90 % width: 348.6 nm; limiting law 348.6 nm
10-90 % width of SE1 alone: 4.42 nm
probe FWHM, 25-75 % width, 10-90 % width
   1.0 nm:   3.53 nm,  348.6 nm
   2.0 nm:   3.91 nm,  348.6 nm
   5.0 nm:   5.88 nm,  348.6 nm
  10.0 nm:  10.13 nm,  348.7 nm
threshold test, s1 = 1 nm, s2 = 1000 nm, 10-90 % width:
  f2 = 0.19: 4.98 nm; f2 = 0.21: 119.4 nm
plateaus read at +/-50 nm: 10-90 % width 4.88 nm
  contrast seen there: 71.0 % of full step
20 nm stripe contrast: 67.89 %; short law 67.89 %
transport widths: 25-75 % 3.90 nm, 10-90 % 352 nm
SE2/SE1 with obliquity cap 5, 20: 0.480, 0.499
10-90 % width, SE2 yield factor 0.8, 1.2: 253, 417 nm
film 2 nm (as Si), scattering past 90 deg: 3.2e-04
  relative to eta: 0.18 %
film/silicon SE yield ratio: 1.5
surface step 0.1 nm, bump/full contrast step:
  at edge 4.7 %; in SE2 tail 0.012 %
\end{verbatim}
